# The Becke-Roussel Exchange Hole: Derivation, Exact Cases and Limitations, part 1

(Sections cited here and not found follow in the second part.)

## First half: the exact hole, the model hole and the equation for $x$

Q: You want to replace the exchange hole of any atom or molecule by a hydrogen-like cloud. Before I accept the replacement I need to know what is being replaced. What is the hole, and under which assumptions?

A: Take Hartree atomic units, fixed nuclei, and a single Slater determinant of orthonormal orbitals, each of definite spin. Exchange acts only between equal spins, so each spin $\sigma$ is treated separately, and I drop the index wherever one spin is meant. The exchange energy of the determinant is the sum of exchange integrals, with the terms $i=j$ kept so that they cancel the self-repulsion contained in the Hartree energy:

$$E_x=-\frac12\sum_\sigma\sum_{i,j}\iint\frac{\psi_i^*(\mathbf r)\psi_j(\mathbf r)\,\psi_j^*(\mathbf r')\psi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

Define the density matrix of one spin, $P(\mathbf r,\mathbf r')=\sum_i\psi_i^*(\mathbf r)\psi_i(\mathbf r')$, and the density $\rho(\mathbf r)=P(\mathbf r,\mathbf r)$. The sum over $i$ gives $P$ and the sum over $j$ gives $P^*$, so the numerator is $|P|^2$. Wherever $\rho>0$, the hole is

$$h(\mathbf r,\mathbf r')=\frac{|P(\mathbf r,\mathbf r')|^2}{\rho(\mathbf r)},$$

counted as a positive quantity, and

$$E_x=\frac12\sum_\sigma\int\rho\,U\,d^3r,\qquad U(\mathbf r)=-\int\frac{h(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .\tag{1}$$

The hole is the density of same-spin electrons missing at $\mathbf r'$ when an electron stands at the reference point $\mathbf r$, and $U$ is the attraction of that electron to the missing charge. Three properties follow from the definition. The hole is non-negative. On top of the reference point, $h(\mathbf r,\mathbf r)=\rho^2/\rho=\rho$. Its norm is one, because orthonormality collapses the double sum:

$$\int|P|^2d^3r'=\sum_{i,j}\psi_i^*(\mathbf r)\psi_j(\mathbf r)\int\psi_j^*(\mathbf r')\psi_i(\mathbf r')\,d^3r'=\sum_i|\psi_i(\mathbf r)|^2=\rho .$$

Q: That hole is a lopsided object in three dimensions. A model with two parameters cannot describe its shape.

A: It does not have to. Put $\mathbf r'=\mathbf r+s\mathbf n$ with $\mathbf n$ a unit vector, so that $d^3r'=s^2ds\,d\Omega$. The Coulomb factor in (1) is $1/s$ and does not depend on $\mathbf n$. The angular integral therefore acts on $h$ alone:

$$U(\mathbf r)=-4\pi\int_0^\infty s\,\bar h(\mathbf r,s)\,ds,\qquad \bar h(\mathbf r,s)=\frac1{4\pi}\int h(\mathbf r,\mathbf r+s\mathbf n)\,d\Omega .\tag{2}$$

Only the spherical average about the reference point enters $U$ and $E_x$. It inherits the three properties: $\bar h\ge0$, $\bar h(\mathbf r,0)=\rho$, and $4\pi\int s^2\bar h\,ds=1$. At each $\mathbf r$ the model has to supply one function of one variable.

Q: Norm and on-top value are two numbers. What further exact information about $\bar h$ can be had from quantities at the point $\mathbf r$ alone?

A: Its curvature at $s=0$. Suppose $h$ is smooth in $\mathbf r'$ around $\mathbf r$, which holds when $\mathbf r$ is not on a nucleus and $s$ is smaller than the distance to the nearest one. Taylor's theorem gives

$$h(\mathbf r,\mathbf r+s\mathbf n)=h+s\,n_k\partial'_kh+\tfrac12s^2n_kn_l\,\partial'_k\partial'_lh+\dots,$$

with repeated indices summed and the primed derivatives taken at $\mathbf r'=\mathbf r$. Averages of an odd number of components of $\mathbf n$ vanish, since $\mathbf n\to-\mathbf n$ maps the sphere onto itself. The average of $n_kn_l$ is an isotropic tensor, hence proportional to $\delta_{kl}$, and its trace is $|\mathbf n|^2=1$, so it equals $\delta_{kl}/3$. Then

$$\bar h(\mathbf r,s)=\rho+Qs^2+O(s^4),\qquad Q=\tfrac16\nabla'^2h\big|_{\mathbf r'=\mathbf r}.\tag{3}$$

Since $\rho(\mathbf r)$ in the denominator of $h$ does not depend on $\mathbf r'$, what is needed is $\nabla'^2|P|^2$. The product rule gives

$$\nabla'^2(PP^*)=P^*\nabla'^2P+P\nabla'^2P^*+2\nabla'P\cdot\nabla'P^*=2\,\mathrm{Re}(P^*\nabla'^2P)+2|\nabla'P|^2 .$$

At $\mathbf r'=\mathbf r$ we have $P=\rho$, $\nabla'P=\sum_i\psi_i^*\nabla\psi_i$ and $\nabla'^2P=\sum_i\psi_i^*\nabla^2\psi_i$. Define

$$\tau=\sum_i|\nabla\psi_i|^2,\qquad\mathbf j=\mathrm{Im}\sum_i\psi_i^*\nabla\psi_i .$$

This $\tau$ carries no factor $\frac12$; the kinetic energy is $\frac12\sum_\sigma\int\tau$. The vector $\mathbf j$ is the paramagnetic current density. Differentiating $\rho=\sum\psi_i^*\psi_i$ once gives $\nabla\rho=2\,\mathrm{Re}\sum\psi_i^*\nabla\psi_i$, so $\nabla'P=\frac12\nabla\rho+i\mathbf j$ and $|\nabla'P|^2=\frac14|\nabla\rho|^2+j^2$. Differentiating twice gives $\nabla^2\rho=2\,\mathrm{Re}\sum\psi_i^*\nabla^2\psi_i+2\tau$, so $2\,\mathrm{Re}\,\nabla'^2P=\nabla^2\rho-2\tau$. Collecting,

$$\nabla'^2|P|^2=\rho\nabla^2\rho-2\rho\tau+\tfrac12|\nabla\rho|^2+2j^2 .$$

Division by $6\rho$ yields

$$Q=\frac16\left(\nabla^2\rho-2\gamma D\right),\qquad D=\tau-\frac{|\nabla\rho|^2}{4\rho}-\frac{j^2}{\rho},\tag{4}$$

with $\gamma=1$. The factor $\gamma$ is an adjustable parameter of the Becke-Roussel model; wherever $D\neq0$, only $\gamma=1$ gives the exact curvature.

Q: I know $D$ without the current term. Does the term matter, and has $D$ a definite sign?

A: For real orbitals $\mathbf j=0$ and the term is absent; the same holds when complex orbitals come in conjugate pairs, whose currents cancel. Otherwise it is needed. The sign follows from the Cauchy-Schwarz inequality, applied to each Cartesian component: $|\sum_i\psi_i^*\partial_k\psi_i|^2\le\rho\sum_i|\partial_k\psi_i|^2$. Summing over $k$ gives $\frac14|\nabla\rho|^2+j^2\le\rho\tau$, that is $D\ge0$. With a single orbital each sum has one term, the inequality is an equality, and $D=0$ at every point where $\rho>0$, whether the orbital is real or complex. Without the current term a complex orbital would have a spurious $D=j^2/\rho$.

The numerical check tests (4) where it could fail, on hydrogen $1s$ and $2p_{+1}$ orbitals of equal spin at the point $(1.6,\,0.9,\,0.5)$ bohr, where $\rho=9.5838\times10^{-3}$ bohr$^{-3}$. The exact hole is averaged by angular quadrature on small spheres and its curvature is taken by finite differences. This gives $Q=9.941762\times10^{-4}$ bohr$^{-5}$, the same as (4) to all printed digits. Leaving out the current gives $9.296543\times10^{-4}$ bohr$^{-5}$, which is 6.5% below the finite-difference value.

Q: Now the model. Why a displaced cloud, when the reference point is the natural centre?

A: A cloud centred on the reference point and falling off outward has $\bar h$ decreasing from $s=0$, so it can only have $Q\le0$. The exact $Q$ takes both signs. An electron in the outskirts of an atom has its hole left behind in the bulk of the density, so that $\bar h$ rises with $s$, and $Q>0$. The model must allow for this. Take the normalized exponential

$$f(t)=\frac{a^3}{8\pi}e^{-at},\qquad 4\pi\int_0^\infty t^2f\,dt=\frac{a^3}{2}\cdot\frac{2}{a^3}=1,$$

where $t$ is the distance from its own centre, and place that centre a distance $b$ from the reference point. It has the form of a hydrogenic $1s$ density. The numbers $a>0$ and $b>0$ will be functions of $\mathbf r$.

Q: Then carry out the average. I expect trouble when the sphere passes through the cusp of the cloud.

A: Let $\mathbf b$ point from the centre of the cloud to the reference point. A point on the sphere lies at $\mathbf b+s\mathbf n$ from the centre, so $t^2=b^2+s^2+2bs\mu$, with $\mu$ the cosine of the angle between $\mathbf b$ and $\mathbf n$. The azimuthal integral gives $2\pi$, leaving $\frac12\int_{-1}^1f\,d\mu$. At fixed $b$ and $s$, differentiating the relation gives $t\,dt=bs\,d\mu$, and $t$ runs from $|b-s|$ at $\mu=-1$ to $b+s$ at $\mu=1$. For any radial function,

$$\frac1{4\pi}\int f(|\mathbf b+s\mathbf n|)\,d\Omega=\frac1{2bs}\int_{|b-s|}^{b+s}t\,f(t)\,dt .\tag{5}$$

Define $F(t)=(at+1)e^{-at}$. Its derivative is $F'=ae^{-at}-a(at+1)e^{-at}=-a^2te^{-at}$, so $\int_{t_1}^{t_2}te^{-at}dt=[F(t_1)-F(t_2)]/a^2$. The prefactor becomes $\frac{a^3}{8\pi}\cdot\frac1{2bs}\cdot\frac1{a^2}=\frac{a}{16\pi bs}$, and the Becke-Roussel hole is

$$h_{BR}(s)=\frac{a}{16\pi bs}\Big[(a|b-s|+1)e^{-a|b-s|}-(a(b+s)+1)e^{-a(b+s)}\Big].\tag{6}$$

The cusp causes little trouble. With $u=a|b-s|$, the expansion $(u+1)e^{-u}=1-u^2/2+u^3/3-\dots$ has no linear term, and $u^2$ is smooth in $s$. The first non-analytic term is $|b-s|^3$, so $h_{BR}$ and its first two derivatives are continuous at $s=b$ and the third derivative is the first to jump.

The hole is positive because it is an average of a positive function. It is normalized because $4\pi s^2h_{BR}\,ds$ summed over all spheres is the integral of $f$ over all space. Two exact conditions thus hold for every $a$ and $b$, and both parameters remain free. The shape depends on the dimensionless product

$$x=ab .$$

For $x\to0$ the centre lies on the reference point and $h_{BR}\to f(s)$. For $x\gg1$ the second term of (6) is negligible once $s\gg1/a$; for smaller $s$ both terms matter, but there the hole is only of order $a^3e^{-x}$. So the hole is a shell of radius $b$ and thickness of order $1/a$. The numerical check compares (6), its norm and the potential derived next with direct quadrature for three pairs $(a,b)$, including $s=b$.

Q: And the potential? The absolute value in (6) looks unpleasant inside the integral (2).

A: It is avoided by undoing the average. Inserting the definition of $h_{BR}$ in (2) gives $U=-\int f(t)/|\mathbf t-\mathbf b|\,d^3t$, minus the potential of the cloud at distance $b$ from its centre. Average the Coulomb factor over the directions of $\mathbf t$ with (5), the radial function being $1/u$:

$$\frac1{2bt}\int_{|b-t|}^{b+t}u\cdot\frac1u\,du=\frac{b+t-|b-t|}{2bt}=\frac1{\max(b,t)} .$$

This is the shell theorem. It gives

$$-U=\frac1b\int_0^b4\pi t^2f\,dt+\int_b^\infty4\pi t\,f\,dt .$$

With $4\pi f=\frac12a^3e^{-at}$ and $u=at$, the first integral is the enclosed charge. The antiderivative of $u^2e^{-u}$ is $-(u^2+2u+2)e^{-u}$, so

$$q(x)=\frac12\int_0^xu^2e^{-u}du=1-e^{-x}\left(1+x+\tfrac12x^2\right).$$

The second is $\frac a2\int_x^\infty ue^{-u}du=\frac a2(x+1)e^{-x}$, which equals $\frac1b\cdot\frac12(x^2+x)e^{-x}$ because $a=x/b$. In the sum the $x^2$ terms cancel and $-x+\frac x2=-\frac x2$:

$$U_{BR}=-\frac{N(x)}{b},\qquad N(x)=1-e^{-x}-\tfrac12xe^{-x}.\tag{7}$$

For small $x$, $1-e^{-x}=x-\frac{x^2}2+\frac{x^3}6-\dots$ and $\frac12xe^{-x}=\frac x2-\frac{x^2}2+\frac{x^3}4-\dots$, so $N=\frac x2-\frac{x^3}{12}+\dots$ and $U_{BR}=-a\left(\frac12-\frac{x^2}{12}+\dots\right)$, finite at $b=0$. For large $x$, $U_{BR}\to-1/b$, the potential of a unit charge at distance $b$, with exponentially small corrections.

Q: Two parameters are left, and you have two local numbers, $\rho$ and $Q$. Show me the model's value and curvature from (6) itself.

A: For $s<b$ we have $|b-s|=b-s$, and the bracket in (6) is $F(b-s)-F(b+s)$. Even powers of $s$ cancel in the difference, which equals $-2\left[F'(b)s+F'''(b)s^3/6+\dots\right]$. From $F'=-a^2te^{-at}$ follow $F''=-a^2(1-at)e^{-at}$ and $F'''=-a^2(a^2t-2a)e^{-at}$. Hence

$$h_{BR}=\frac{a}{16\pi bs}\,2a^2e^{-ab}\left[bs+(a^2b-2a)\frac{s^3}6+\dots\right]=\frac{a^3e^{-x}}{8\pi}\left[1+\left(a^2-\frac{2a}b\right)\frac{s^2}6+\dots\right].$$

This agrees with (3) applied to $f$: the value is $f(b)$, and the radial Laplacian is $f''+2f'/t=(a^2-2a/t)f$. Since $2a/b=2a^2/x$, the factor is $a^2(x-2)/x$. Equating value and curvature to the exact ones gives

$$\rho=\frac{a^3e^{-x}}{8\pi},\qquad \frac{6Q}{\rho}=a^2\,\frac{x-2}{x}.\tag{8}$$

Q: Those are two coupled equations. How do they reduce to one?

A: The first gives $a^3=8\pi\rho e^x$. Raising it to the power $\frac23$, with $8^{2/3}=4$, gives $a^2=4\pi^{2/3}\rho^{2/3}e^{2x/3}$. Insert this in the second and divide by $4\pi^{2/3}\rho^{2/3}$:

$$g(x)\equiv\frac{(x-2)e^{2x/3}}{x}=G,\qquad G\equiv\frac{3\,Q}{2\pi^{2/3}\rho^{5/3}} .\tag{9}$$

For $Q\ne0$ the reciprocal of both sides is the Becke-Roussel equation,

$$\frac{x\,e^{-2x/3}}{x-2}=\frac23\,\pi^{2/3}\,\frac{\rho^{5/3}}{Q}.\tag{10}$$

Once $x$ is known, $a=(8\pi\rho e^x)^{1/3}$ and $b=x/a$, or $b^3=x^3e^{-x}/(8\pi\rho)$. Both $Q$ and $\rho^{5/3}$ have the unit bohr$^{-5}$, so $G$ is a pure number. Under the scaling $\psi_i(\mathbf r)\to\lambda^{3/2}\psi_i(\lambda\mathbf r)$, $\rho$ gains $\lambda^3$ and $Q$ gains $\lambda^5$, so $x$ at corresponding points is unchanged, $a$ and $U_{BR}$ gain $\lambda$, and $E_x\to\lambda E_x$. The exact exchange energy scales in the same way, since the Coulomb factor is an inverse length.

Q: Equation (10) has a pole at $x=2$ and is transcendental. It may have no positive root, or several, and then the model is undefined.

A: The pole is an artefact of taking the reciprocal. Form (9) is regular for all $x>0$. Write $g=(1-2/x)e^{2x/3}$ and differentiate:

$$g'=\left[\frac2{x^2}+\frac23\left(1-\frac2x\right)\right]e^{2x/3}=\frac23\,e^{2x/3}\,\frac{x^2-2x+3}{x^2}=\frac23\,e^{2x/3}\,\frac{(x-1)^2+2}{x^2}>0 .$$

So $g$ is continuous and strictly increasing. As $x\to0^+$, $g\approx-2/x\to-\infty$; as $x\to\infty$, $g\approx e^{2x/3}\to+\infty$. It takes every real value exactly once. For every $\rho>0$ and every real $Q$ there is one root $x>0$, and since $g'\neq0$ it depends smoothly on $G$. Because $g(2)=0$, the root has $x<2$ for $Q<0$, $x=2$ for $Q=0$ and $x>2$ for $Q>0$. In form (10) these are the two branches on either side of the pole, and the sign of $Q$ selects the branch. The geometric meaning of $x=2$ is visible in the Laplacian $(a^2-2a/t)f$, which changes sign at $t=2/a$: a reference point with negative curvature is placed inside that radius of the cloud, one with positive curvature outside. Monotonicity also makes bisection on (9) safe, and the program solves for $x$ in that way. For the $1s$ plus $2p_{+1}$ point it finds $x=2.7145$, above 2 as the sign of $Q$ requires, and it tests that the resulting model hole has the value and the finite-difference curvature of the exact one.

Q: What happens as the reference point approaches a nucleus, where your Taylor series has no room?

A: The radius of validity shrinks to zero, but the model has a limit. For a spherical density with the nuclear cusp, $\rho'(0)=-2Z\rho(0)$ and $\rho(0)>0$, the term $2\rho'/r$ dominates the Laplacian, $\nabla^2\rho\approx-4Z\rho/r$, while $D\le\tau$ stays finite. Then $6Q/\rho\approx-4Z/r\to-\infty$ and $x\to0$. The second equation of (8) becomes $-2a^2/x\approx-4Z/r$, so $x\approx a^2r/(2Z)$ and $b\approx ar/(2Z)$, with $a^3\to8\pi\rho(0)$. The cloud settles on the nucleus and $U_{BR}\to-a/2=-[\pi\rho(0)]^{1/3}$.

## Second half: where the model is exact, and where it is not

The symbols, all for one spin and in atomic units, are these. The density is $\rho$; $\tau=\sum|\nabla\psi_i|^2$; $D=\tau-|\nabla\rho|^2/4\rho-j^2/\rho\ge0$ vanishes for a single orbital; $Q=(\nabla^2\rho-2\gamma D)/6$ is the exact curvature of the averaged hole $\bar h=\rho+Qs^2+\dots$ when $\gamma=1$. The model averages $f(t)=a^3e^{-at}/8\pi$, centred at distance $b$, into $h_{BR}(s)$ of (6). With $x=ab$, the conditions (8) are $a^3=8\pi\rho e^x$ and $6Q/\rho=a^2(x-2)/x$; they reduce to $g(x)=(x-2)e^{2x/3}/x=G=3Q/(2\pi^{2/3}\rho^{5/3})$, with $g$ increasing and the root unique. The potential is $U_{BR}=-N(x)/b$ with $N=1-e^{-x}(1+x/2)$, and $E_x=\frac12\sum_\sigma\int\rho U$.

Q: The model is said to be exact for hydrogen. A one-electron atom has no second electron to exchange with, so what is the claim?

A: With one electron the term $i=j$ is all there is, and exchange is the cancellation of the self-repulsion. For one orbital $P=\psi^*(\mathbf r)\psi(\mathbf r')$, so

$$h(\mathbf r,\mathbf r')=\frac{|\psi(\mathbf r)|^2|\psi(\mathbf r')|^2}{\rho(\mathbf r)}=\rho(\mathbf r').$$

The hole is the density itself and stays where it is as the reference point moves. For the $1s$ state with nuclear charge $Z$, $\psi=(Z^3/\pi)^{1/2}e^{-Zr}$ and $\rho=(Z^3/\pi)e^{-2Zr}$. This is $f$ with $a=2Z$, since $(2Z)^3/8\pi=Z^3/\pi$, centred on the nucleus, a distance $r$ from the reference point. The exact averaged hole is therefore $h_{BR}$ with $a=2Z$ and $b=r$.

The Becke-Roussel hole is now defined by local data, with exactly one root $x>0$ for every $\rho>0$ and real $Q$, and its family contains the exact averaged hole of the hydrogenic $1s$ state, at $a=2Z$ and $b=r$. It remains to show that the local recipe finds these values, and to see where the model is not exact.

Numerical values quoted here were computed with a short program.
